# Does coupling in hole-doped diamond grow as the cube root of doping?

## Question

I am working on a model of hole-doped diamond. The holes sit at the top of the valence bands and couple to the optical phonon through a deformation potential $D$. I am asked to include phonon softening and to show that $\lambda$ grows as the cube root of the doping, unlike in MgB$_2$.

The first part seems easy: a three-dimensional parabolic band has a density of states proportional to $k_F$, hence to $n^{1/3}$, and $\lambda$ contains the density of states. But $\lambda$ also contains $1/\Omega^2$, and the holes lower $\Omega$. If $\Omega$ depends on doping, how can the cube root survive?

I also lose factors of two and three, because there are three bands and three phonon branches. And I do not see whether softening spoils the comparison with a two-dimensional band. My parameters are round: cubic lattice constant 3.6 Å, hole mass $0.7\,m_e$, $D=12$ eV/Å, undoped phonon energy 0.16 eV, and 1 to 8 percent holes per atom.

## Answer

Your suspicion is justified. The cube root belongs to the coupling evaluated with the undoped phonon frequency. I call that $\lambda_0$ and keep $\lambda$ for the coupling with softened phonons. The relation between the two settles the question.

### The model and its coupling matrices

Take three degenerate valence bands with the same isotropic mass $m$, without spin-orbit coupling, warping or disorder. Count energies downward from the band top, so that holes have $\varepsilon_k=\hbar^2k^2/2m$. Doping fills these bands without changing $D$, $m$ or the undoped frequency $\omega_0$.

Let $\mathbf u$ be the relative displacement of the two sublattices. With the centre of mass at rest the atoms move by $\pm\mathbf u/2$, so the kinetic energy per cell is $2\cdot\frac12M(\dot u/2)^2=\frac12\mu\dot u^2$, with $\mu=M/2$. The coupling linear in $\mathbf u$ is

$$H_{ep}=D\sum_{i=x,y,z}u_i\Lambda_i .$$

Symmetry fixes the $3\times3$ matrices $\Lambda_i$. Under the tetrahedral group both the displacement and the three band states transform like $(x,y,z)$. A twofold rotation about one axis reverses the other two components. An element $(\Lambda_i)_{mn}$ survives all three such rotations only if $i,m,n$ are all different. Threefold rotations and mirror planes make the surviving elements equal, and their common size is absorbed in $D$. Thus $\Lambda_x$ exchanges states 2 and 3, and the others follow cyclically. Since $\Lambda_x^2=\mathrm{diag}(0,1,1)$, and likewise for the others,

$$\mathrm{Tr}\,\Lambda_i=0,\qquad \mathrm{Tr}\,\Lambda_i\Lambda_j=2\delta_{ij},\qquad \sum_i\Lambda_i^2=2\cdot\mathbb 1 .$$

The zero trace means that, for equal bands, the distortion induces no net charge density to linear order: what one band combination gains, another loses. Within this model $D$ is therefore not reduced by charge screening. I use the same matrices, and the same undoped frequency $\omega_0$ for all three branches, at finite phonon wavevector. Both are assumptions: real optical phonons disperse.

### Density of states and the bare coupling

Three bands with two spins hold

$$n=3\cdot2\cdot\frac{1}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{\pi^2}.$$

One band and one spin hold $Vk_F^3/6\pi^2$ carriers per cell of volume $V$. Differentiating with respect to energy, with $dk/d\varepsilon=m/\hbar^2k$, gives the density of states per spin, band and cell:

$$N_b=\frac{Vk_F^2}{2\pi^2}\,\frac{m}{\hbar^2k_F}=\frac{Vmk_F}{2\pi^2\hbar^2}\propto n^{1/3}.$$

For a phonon of frequency $\Omega$, the zero-point amplitude gives $|g_{mn}^i|^2=\hbar D^2|(\Lambda_i)_{mn}|^2/(2\mu\Omega)$. I use the convention

$$\lambda=3N_b\sum_i\left\langle\frac{2|g_{mn}^i|^2}{\hbar\Omega}\right\rangle
=3N_b\sum_i\left\langle\frac{D^2|(\Lambda_i)_{mn}|^2}{\mu\Omega^2}\right\rangle ,$$

where $3N_b$ is the total density of states per spin and the average runs over initial and final Fermi-surface states, bands included. There are nine band pairs, and $\sum_i\mathrm{Tr}\,\Lambda_i^2=6$, so the matrix average is $6/9=2/3$. Setting $\Omega=\omega_0$ gives

$$\boxed{\lambda_0=3N_b\cdot\frac23\cdot\frac{D^2}{\mu\omega_0^2}=\frac{2N_bD^2}{\mu\omega_0^2}\propto n^{1/3}.}$$

This is the cube-root law, and it accounts for the three bands and three branches.

### How much the holes soften the phonon

Begin with a static, long-wavelength distortion. The band edges shift by the eigenvalues $\delta_j$ of $D\sum_iu_i\Lambda_i$, for which

$$\sum_j\delta_j=0,\qquad \sum_j\delta_j^2=D^2\sum_{ij}u_iu_j\mathrm{Tr}\,\Lambda_i\Lambda_j=2D^2u^2 .$$

Let $G(E)$ be the number of carriers per spin and band up to energy $E$ above the edge, so $G'(E_F)=N_b$. The grand potential of one band and spin is $\Phi(E)=-\int_0^EG\,dE'$. A shift of the edge changes it by

$$\Phi(E_F-\delta_j)-\Phi(E_F)=G\delta_j-\tfrac12N_b\delta_j^2+\dots$$

Sum over bands and two spins. The linear terms cancel, leaving $-N_b\sum_j\delta_j^2=-2N_bD^2u^2$. The hole number, not $E_F$, is fixed, but this makes no difference at this order: the energy $\Phi_{\rm tot}+E_FN$ is stationary in $E_F$, and $E_F$ itself moves only at order $u^2$, so the correction is of order $u^4$. Adding the undoped lattice energy,

$$\tfrac12\mu\omega_0^2u^2-2N_bD^2u^2=\tfrac12\left(\mu\omega_0^2-4N_bD^2\right)u^2 .$$

Hence $\Omega^2=\omega_0^2(1-2\lambda_0)$ in this limit. The energy gain comes from moving holes out of raised bands into lowered ones.

Scattering across the Fermi surface uses phonons with $q$ up to $2k_F$. Take $u(\mathbf r)=\sqrt2\,u\cos(\mathbf q\cdot\mathbf r)$, whose mean square is $u^2$. Each of its two Fourier components has matrix element $Du(\Lambda_i)_{mn}/\sqrt2$. Second-order perturbation theory, with spin factor 2 and $\mathrm{Tr}\,\Lambda_i^2=2$, gives

$$\Delta E=-2\cdot\frac{D^2u^2}{2}\cdot2\sum_{\pm\mathbf q}\sum_k\frac{f_k}{\varepsilon_{k+q}-\varepsilon_k}.$$

The Pauli factor $1-f_{k+q}$ has been dropped because the part with $f_kf_{k+q}$ is antisymmetric under exchange of the two states and cancels. Define

$$\Pi(q)=\sum_k\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k}=2\,\mathrm P\sum_k\frac{f_k}{\varepsilon_{k+q}-\varepsilon_k},$$

where P denotes the principal value and the second form follows from $\mathbf k\to-\mathbf k-\mathbf q$ in the second term. Each sign of $\mathbf q$ contributes $\Pi/2$, so $\Delta E=-2D^2u^2\Pi(q)$. The only change from the uniform case is $N_b\to\Pi(q)$.

To evaluate $\Pi$, cut the Fermi sphere into discs perpendicular to $\mathbf q$, of area $\pi(k_F^2-k_z^2)$. The energy difference is $(\hbar^2/2m)(q^2+2qk_z)$. With $k_z=k_Ft$ and $q=2k_Fx$,

$$F(x)\equiv\frac{\Pi}{N_b}=\frac1{4x}\,\mathrm P\!\int_{-1}^1\frac{1-t^2}{t+x}\,dt .$$

Write $1-t^2=(1-x^2)+(x-t)(x+t)$. The second part integrates to $2x$ and the first gives a logarithm:

$$F(x)=\frac12+\frac{1-x^2}{4x}\ln\frac{1+x}{1-x}
=1-\sum_{k=1}^\infty\frac{x^{2k}}{4k^2-1},\qquad 0<x<1 .$$

The series follows from $\ln[(1+x)/(1-x)]=2\sum_{k\ge0}x^{2k+1}/(2k+1)$. It shows that $F$ falls steadily from 1 at small $q$ to $1/2$ at $q=2k_F$. The softened frequency is

$$\Omega_q^2=\omega_0^2\left[1-2\lambda_0F(x)\right].$$

### The coupling with softened phonons

Two Fermi-surface points separated by angle $\theta$ have $x=\sin(\theta/2)$. Their weight is $\frac12\sin\theta\,d\theta=\sin(\theta/2)\cos(\theta/2)\,d\theta=2x\,dx$. Replacing $\omega_0^2$ by $\Omega_q^2$ inside the average gives

$$\boxed{\lambda=\lambda_0\int_0^1\frac{2x\,dx}{1-2\lambda_0F(x)},\qquad 0<\lambda_0<\tfrac12 .}$$

So $\lambda$ still depends on doping through $n^{1/3}$ alone, but it is not proportional to it. Because $1/2\le F\le1$, with equality only at the end points,

$$\frac{\lambda_0}{1-\lambda_0}<\lambda<\frac{\lambda_0}{1-2\lambda_0}.$$

For weak coupling, expand the denominator. The coefficient needed is

$$\bar F=\int_0^12xF\,dx=1-\sum_{k=1}^\infty\frac1{(4k^2-1)(k+1)} .$$

Partial fractions turn each term of the sum into

$$\frac13\left(\frac1{2k-1}-\frac1{2k+1}\right)-\frac23\left(\frac1{2k+1}-\frac1{2k+2}\right).$$

The first bracket telescopes to 1. The second sums to $\ln2-\frac12$, from the alternating series for $\ln2$. Therefore $\bar F=1-\frac13+\frac23(\ln2-\frac12)=(1+2\ln2)/3\approx0.795$, and

$$\lambda=\lambda_0+2\bar F\lambda_0^2+\dots\approx\lambda_0+1.59\,\lambda_0^2+\dots$$

The leading term grows as $n^{1/3}$ and the first softening correction as $n^{2/3}$.

For the local power, differentiate the boxed integral. The derivative of $\lambda_0/(1-2\lambda_0F)$ with respect to $\lambda_0$ is $1/(1-2\lambda_0F)^2$. Since $d\ln\lambda_0/d\ln n=1/3$,

$$\alpha\equiv\frac{d\ln\lambda}{d\ln n}=\frac{\lambda_0}{3\lambda}\int_0^1\frac{2x\,dx}{[1-2\lambda_0F(x)]^2}>\frac13 .$$

The inequality holds because squaring a factor $1/(1-2\lambda_0F)>1$ increases it.

The opposite limit is $\lambda_0\to1/2$, where the static stiffness at long wavelength vanishes. Put $\eta=1-2\lambda_0$. At small $x$, $F\approx1-x^2/3$, so the denominator is about $\eta+x^2/3$. The singular part of the coupling is

$$\lambda\simeq\frac12\int_0\frac{2x\,dx}{\eta+x^2/3}\simeq\frac32\ln\frac1\eta .$$

The divergence is logarithmic because few pairs of points are joined by small $q$. This describes the harmonic formula, not a prediction for a crystal near the instability, where anharmonicity and electron dynamics matter. In particular, $\sum_j\delta_j^3=6D^3u_xu_yu_z$ is not zero in general, so the energy has a cubic term and a finite distortion becomes favourable before $\lambda_0$ reaches $1/2$. With the harmonic lattice energy used here this happens at $\lambda_0\approx0.48$, for a displacement along a body diagonal with $u_xu_yu_z<0$ and $Du\approx0.8E_F$, so the logarithmic regime is not reached even within the model.

### Your numbers

Take 4 percent holes per atom. The cubic cell has eight atoms, so $n=8(0.04)/(3.6\ \text{Å})^3=6.86\times10^{21}$ cm$^{-3}$. This gives $k_F=0.4075$ Å$^{-1}$ and $N_b=0.0221$ states per eV, spin, band and cell. With the atomic mass 12 u, the undoped stiffness is $\mu\omega_0^2=36.7$ eV/Å$^2$. Then

$$\lambda_0=\frac{2(0.0221)(12)^2}{36.7}\approx0.173 .$$

In the static approximation, whose limits are discussed below, the phonon energy falls from 0.160 eV to $0.160\sqrt{1-2(0.173)}\approx0.129$ eV at small $q$, and to 0.145 eV at $q=2k_F$. The full integral gives $\lambda=0.240$, between the bounds 0.210 and 0.265. The two-term expansion gives 0.221, which is 8 percent below the full value.

| Holes per atom | $E_F$ (eV) | $\lambda_0$ | $\lambda$ | $\alpha$ |
|---|---|---|---|---|
| 0.01 | 0.36 | 0.109 | 0.132 | 0.40 |
| 0.02 | 0.57 | 0.138 | 0.177 | 0.43 |
| 0.04 | 0.90 | 0.173 | 0.240 | 0.46 |
| 0.08 | 1.44 | 0.218 | 0.338 | 0.52 |

Over this eightfold range $\lambda_0$ doubles, as the cube root requires, whereas $\lambda$ grows by a factor 2.55. The mean exponent is 0.45. These are model values: at 8 percent doping $2k_F=1.03$ Å$^{-1}$ is about 0.6 of the distance $2\pi/a$ to the zone boundary and $E_F$ is 1.44 eV, so constant $D$ and $\omega_0$ and parabolic bands of equal mass are rough assumptions for real diamond at the upper end of the range. As a check, sums of the phonon matrix elements over pairs of points on the Fermi sphere agree with the integral to within 0.3 percent of $\lambda$ at all four dopings. The full set of values is in the numerical output below.

### Where the static treatment stops

I used the static response of the holes. For $\Omega_q$ to be the actual phonon frequency, this requires $v_Fq\gg\omega$. Since $\hbar v_Fq=(\hbar^2k_F/m)(2k_Fx)=4E_Fx$, the two sides are equal, with the undoped frequency, at

$$x_c=\frac{\hbar\omega_0}{4E_F}.$$

A strictly uniform vibration lies on the wrong side of this line. There the band Hamiltonian is $\varepsilon_k$ times the unit matrix, so it commutes with every $\Lambda_i$. The vibration cannot transfer holes between the bands, and the softening derived above is absent. This is special to equal, isotropic bands: in real diamond the valence bands have different masses, and transitions between them can soften the uniform vibration too. At small but finite $q$, with $x<x_c$, the holes are driven faster than they can follow. They then respond out of phase, which raises the phonon energy above $\hbar\omega_0$. The hardening does not stop exactly at $x_c$: the real part of the hole response at $\omega_0$ changes sign near $x\approx1.2x_c$, and in that range the phonon is also damped by electron-hole pairs. The softening derived above approaches its static value only when $x$ is several times $x_c$; at $x=2x_c$ the phonon peak still lies about 3 percent above $\hbar\Omega_q$ for 1 and 4 percent doping.

Pairs with $x<x_c$ have weight $\int_0^{x_c}2x\,dx=x_c^2$. This is about 1.2 percent at the lowest doping, where $x_c=0.11$, and 0.08 percent at the highest. For these pairs, and to a lesser degree for those up to a few $x_c$ (pairs with $x<2x_c$ have weight 5 percent at the lowest doping), $\Omega_q$ is not the phonon frequency, but their contribution to $\lambda$ remains valid within linear response. The factor $1/\Omega_q^2$ in $\lambda$ measures how far the lattice yields to a static force, and for a static force the static response of the holes is the right one. A separate concern is that at 1 percent doping $E_F$ is just 2.2 times $\hbar\omega_0$, so treating phonons as slow compared with the holes is marginal there.

This also limits how closely your parameters can approach the pure cube root. The weak-coupling expansion gives $\alpha\approx\frac13(1+1.59\lambda_0)$. For the correction to be below 5 percent of $1/3$, one needs $\lambda_0$ below about 0.03, between three and four times less than at 1 percent doping. Because $E_F\propto k_F^2\propto\lambda_0^2$, the Fermi energy would drop to about 0.03 eV, well below the phonon energy. With $m$ and $\omega_0$ fixed, a clean cube-root regime needs a smaller $D$, not just fewer holes.

### Why the layered case differs

For the MgB$_2$-type comparison, take two equal cylindrical bands coupled to a doubly degenerate in-plane phonon. Their symmetry-allowed matrices can be chosen as the Pauli matrices $\sigma_z$ and $\sigma_x$. They again satisfy $\mathrm{Tr}\,\Lambda_i=0$, $\mathrm{Tr}\,\Lambda_i\Lambda_j=2\delta_{ij}$ and $\sum_i\Lambda_i^2=2\cdot\mathbb1$.

The total density of states per spin is now $2N_b$. The average over four band pairs, summed over two branches, is $4/4=1$. Hence $\lambda_0=2N_bD^2/(\mu\omega_0^2)$ as before. The softening calculation used just the trace relations and also carries over, with a new $F$.

One band and spin hold $Ak_F^2/4\pi$ carriers per cell of area $A$. Therefore

$$N_b=\frac{Ak_F}{2\pi}\,\frac{m}{\hbar^2k_F}=\frac{Am}{2\pi\hbar^2},$$

and $k_F$ cancels. For the response, the discs become strips of length $2\sqrt{k_F^2-k_z^2}$, where $k_z$ here denotes the in-plane component along $\mathbf q$. The same substitutions give

$$F_{2D}=\frac1{\pi x}\,\mathrm P\!\int_{-1}^1\frac{\sqrt{1-t^2}}{t+x}\,dt
=\frac1{\pi x}\left[\pi x+(1-x^2)\,\mathrm P\!\int_0^\pi\frac{d\varphi}{\cos\varphi+x}\right].$$

The second form uses the previous decomposition of $1-t^2$ and then $t=\cos\varphi$. With $s=\tan(\varphi/2)$ and $b^2=(1+x)/(1-x)$, the remaining integral is

$$\frac2{1-x}\,\mathrm P\!\int_0^\infty\frac{ds}{b^2-s^2}
=\frac1{b(1-x)}\left[\ln\left|\frac{b+s}{b-s}\right|\right]_0^\infty=0 .$$

The logarithms on the two sides of $s=b$ cancel in the principal value. Thus $F_{2D}=1$ for $0<x<1$, and all the relevant phonons soften equally:

$$\boxed{\lambda_{2D}=\frac{\lambda_0}{1-2\lambda_0},\qquad \lambda_0<\tfrac12\ \text{independent of doping}.}$$

For an illustration, keep the same carrier mass, $\mu$ and $\omega_0$, but take $A=8$ Å$^2$ and $D=6$ eV/Å. These are model values, not parameters of MgB$_2$. They give $\lambda_0=0.229$ and $\lambda=0.423$ at both 0.2 and 0.4 holes per cell, although $E_F$ doubles from 0.427 to 0.855 eV.

Softening therefore raises the coupling in both models, but only in three dimensions does it change with doping. The two-dimensional result requires both bands to remain parabolic and partly filled, with fixed $D$, $m$ and $\omega_0$. Real MgB$_2$ also has $\pi$ bands and dispersion between layers, and chemical doping can alter the lattice, so its measured coupling need not be constant.

The statement you can prove for this model is therefore: **the bare coupling grows as $n^{1/3}$; the softened coupling grows faster, and approaches that law when $2\lambda_0\ll1$.**

## Computed values

```
lattice constant = 3.6 angstrom
cell volume = 11.664 angstrom^3
hole mass = 0.7 electron masses
atomic mass = 12.0 u
diamond-model D = 12.0 eV/angstrom
undoped phonon energy = 0.160 eV
undoped stiffness mu*omega0^2 = 36.745 eV/angstrom^2
Fermi-surface mean of F = 0.7954
second-order coefficient = 1.5909
hole fraction per atom = 0.01: n = 1.715e+21 cm^-3
  k_F = 0.2567 1/angstrom; E_F = 0.3588 eV
  N_b = 0.01394 states/(eV spin band cell)
  lambda0 = 0.1092; lambda = 0.1324
  phonon energy, small q = 0.1414 eV; q=2k_F: 0.1510 eV
  local exponent = 0.4045; x where v_F*q=omega0: 0.1115
hole fraction per atom = 0.02: n = 3.429e+21 cm^-3
  k_F = 0.3235 1/angstrom; E_F = 0.5695 eV
  N_b = 0.01756 states/(eV spin band cell)
  lambda0 = 0.1376; lambda = 0.1766
  phonon energy, small q = 0.1362 eV; q=2k_F: 0.1486 eV
  local exponent = 0.4287; x where v_F*q=omega0: 0.0702
hole fraction per atom = 0.04: n = 6.859e+21 cm^-3
  k_F = 0.4075 1/angstrom; E_F = 0.9040 eV
  N_b = 0.02212 states/(eV spin band cell)
  lambda0 = 0.1734; lambda = 0.2404
  phonon energy, small q = 0.1293 eV; q=2k_F: 0.1455 eV
  local exponent = 0.4641; x where v_F*q=omega0: 0.0442
hole fraction per atom = 0.08: n = 1.372e+22 cm^-3
  k_F = 0.5135 1/angstrom; E_F = 1.4351 eV
  N_b = 0.02787 states/(eV spin band cell)
  lambda0 = 0.2185; lambda = 0.3375
  phonon energy, small q = 0.1201 eV; q=2k_F: 0.1414 eV
  local exponent = 0.5190; x where v_F*q=omega0: 0.0279
eightfold doping: lambda0 ratio = 2.0000
eightfold doping: lambda ratio = 2.5498
eightfold doping: mean exponent = 0.4501
layer cell area = 8.0 angstrom^2; D = 6.0 eV/angstrom
layer N_b = 0.11696 states/(eV spin band cell)
layer lambda0 = 0.2292
layer holes per cell = 0.2: E_F = 0.4275 eV; lambda = 0.4231
layer holes per cell = 0.4: E_F = 0.8550 eV; lambda = 0.4231
layer softened phonon = 0.1178 eV
```
